# Matrix Elements Between Nonorthogonal Determinants from Paired Orbitals

## Two states, two sets of orbitals

When an electron in a beryllium atom moves from 2s to 2p, the other electrons feel a different mean field and their orbitals change. A separate self-consistent calculation for each configuration takes this relaxation into account, but it gives each determinant its own orbitals. The orbitals of one determinant are then not orthogonal to those of the other. A configuration-interaction calculation that mixes the determinants needs their overlaps and Hamiltonian elements, and the Slater–Condon rules, which assume one common orthonormal set, do not apply.

Let $A$ and $B$ be normalized $N$-electron determinants of spin orbitals $a_1,\dots,a_N$ and $b_1,\dots,b_N$. Each set is orthonormal in itself. Between the sets the overlaps form the square matrix

$$S_{ij}=\langle a_i|b_j\rangle .$$

The operators are $F=\sum_m f(m)$ and $G=\sum_{m<n}g(m,n)$, with $g(m,n)=g(n,m)$. For an atom with a fixed nucleus of charge $Ze$,

$$f=-\frac{\hbar^2}{2m_e}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0 r},\qquad g(1,2)=\frac{e^2}{4\pi\varepsilon_0 r_{12}} .$$

The derivation uses no property of $f$ and $g$ beyond the exchange symmetry of $g$. Two-electron integrals are written

$$\langle pq|g|rs\rangle=\int\! dx_1dx_2\;p^*(x_1)q^*(x_2)\,g\,r(x_1)s(x_2),$$

where $x$ stands for position and spin.

## Pairing the orbitals

Every square matrix has a singular value decomposition $S=U\Sigma V^\dagger$, with $U,V$ unitary and $\Sigma=\mathrm{diag}(\sigma_1,\dots,\sigma_N)$, $\sigma_i\ge0$. Define

$$\tilde a_i=\sum_k a_kU_{ki},\qquad \tilde b_i=\sum_k b_kV_{ki}.$$

Their overlaps are

$$\langle\tilde a_i|\tilde b_j\rangle=\sum_{kl}U_{ki}^*S_{kl}V_{lj}=(U^\dagger SV)_{ij}=\sigma_i\delta_{ij}. \tag{1}$$

Each paired orbital of $A$ overlaps with at most one paired orbital of $B$. Since the paired orbitals are normalized, the Cauchy–Schwarz inequality gives $\sigma_i\le1$. A value of one means that the two partners coincide; zero means that $\tilde a_i$ is orthogonal to every occupied orbital of $B$.

The determinants change only by a phase. With $A=(N!)^{-1/2}\det[a_j(x_m)]$, where $m$ labels rows and $j$ columns, the new orbitals multiply this matrix by $U$ from the right. The determinant of a product is the product of the determinants, so $\tilde A=\det U\,A$ and likewise $\tilde B=\det V\,B$. For any operator $O$,

$$\langle\tilde A|O|\tilde B\rangle=(\det U)^*\det V\,\langle A|O|B\rangle .$$

Both determinants have modulus one. Solving for the wanted element gives

$$\langle A|O|B\rangle=\eta\,\langle\tilde A|O|\tilde B\rangle,\qquad \eta=\det U\,(\det V)^*=\det U\,\det V^\dagger. \tag{2}$$

The phase $\eta$ must be kept. It differs from one pair of determinants to the next, and in a CI matrix of three or more determinants the relative phases of the elements affect the eigenvalues.

## Reduction to a single permutation sum

Write both determinants as sums over permutations:

$$\langle\tilde A|O|\tilde B\rangle=\frac1{N!}\sum_{Q,R}\mathrm{sgn}(Q)\,\mathrm{sgn}(R)\Big\langle\prod_m\tilde a_{Q(m)}(x_m)\Big|O\Big|\prod_m\tilde b_{R(m)}(x_m)\Big\rangle .$$

In each term rename electron $m$ as electron $Q(m)$. This does not change the integral, because $O$ treats all electrons alike. The bra becomes $\prod_k\tilde a_k(x_k)$ and the ket $\prod_k\tilde b_{P(k)}(x_k)$ with $P=RQ^{-1}$, whose sign is $\mathrm{sgn}(Q)\,\mathrm{sgn}(R)$. Each $P$ arises from $N!$ pairs $(Q,R)$, which cancels the prefactor:

$$\langle\tilde A|O|\tilde B\rangle=\sum_P\mathrm{sgn}(P)\Big\langle\prod_k\tilde a_k(x_k)\Big|O\Big|\prod_k\tilde b_{P(k)}(x_k)\Big\rangle. \tag{3}$$

**Overlap.** For $O=1$ each term is $\prod_k\langle\tilde a_k|\tilde b_{P(k)}\rangle$. By (1) it vanishes unless $P(k)=k$ for all $k$. Therefore

$$\langle A|B\rangle=\eta\prod_k\sigma_k=\det S. \tag{4}$$

**One-electron operator.** Take the part $f(i)$, which acts on electron $i$. The other $N-1$ electrons contribute overlaps, so $P(k)=k$ for all $k\ne i$. The one remaining index must then also map to itself, and $P$ is the identity. With $f_i=\langle\tilde a_i|f|\tilde b_i\rangle$,

$$\langle A|F|B\rangle=\eta\sum_i f_i\prod_{k\ne i}\sigma_k. \tag{5}$$

**Two-electron operator.** Take the part $g(i,j)$. Now $P(k)=k$ is forced for all $k\ne i,j$. Two permutations remain: the identity, with sign $+1$, and the exchange of $i$ and $j$, with sign $-1$. Define

$$v_{ij}=\langle\tilde a_i\tilde a_j|g|\tilde b_i\tilde b_j\rangle-\langle\tilde a_i\tilde a_j|g|\tilde b_j\tilde b_i\rangle .$$

Then

$$\langle A|G|B\rangle=\eta\sum_{i<j}v_{ij}\prod_{k\ne i,j}\sigma_k. \tag{6}$$

Equations (4)–(6) contain no division and hold for all values of the $\sigma_k$.

## The rules, by number of vanishing singular values

Let $\Pi'$ be the product of the nonzero singular values. A term in (5) omits one $\sigma$ from its product and a term in (6) omits two. A term can survive only if every vanishing $\sigma$ is among those omitted.

**No zero.** All terms survive, and the omitted factors can be written as divisions:

$$\langle A|B\rangle=\eta\Pi',\quad \langle A|F|B\rangle=\eta\Pi'\sum_i\frac{f_i}{\sigma_i},\quad \langle A|G|B\rangle=\eta\Pi'\sum_{i<j}\frac{v_{ij}}{\sigma_i\sigma_j}. \tag{7}$$

**One zero, $\sigma_p=0$.** In (5) the term $i=p$ remains. In (6) the pairs that contain $p$ remain, and each also omits the nonzero factor $\sigma_i$ of its other member:

$$\langle A|B\rangle=0,\quad \langle A|F|B\rangle=\eta\Pi'f_p,\quad \langle A|G|B\rangle=\eta\Pi'\sum_{i\ne p}\frac{v_{pi}}{\sigma_i}. \tag{8}$$

**Two zeros, $\sigma_p=\sigma_q=0$.** Every term of (5) still contains a zero factor. In (6) the pair $(p,q)$ alone remains:

$$\langle A|B\rangle=\langle A|F|B\rangle=0,\quad \langle A|G|B\rangle=\eta\Pi'v_{pq}. \tag{9}$$

**Three or more zeros.** All three elements vanish, since $g$ can act on no more than two unmatched pairs.

The number of zeros thus plays the part that the number of differing orbitals plays for a common orthonormal set. If $b_i=a_i$ except for a few replacements by orbitals orthogonal to all $a_k$, then $S$ is diagonal with entries one and zero. One may take $U=V=1$, so $\eta=\Pi'=1$, and (7)–(9) become the Slater–Condon rules for zero, one and two replacements. In the general case the factor $\Pi'\le1$ measures how well the spectator electrons of the two determinants match.

## Freedom in the singular vectors

A library routine returns one of many valid decompositions. When two singular values vanish, the null vectors on the two sides can be mixed by independent unitary $2\times2$ matrices $W_1$ (in $U$) and $W_2$ (in $V$), because $\Sigma$ is zero in that block. To see the effect, use the symmetry of $g$ to write

$$v_{pq}=\tfrac12\big\langle\tilde a_p\tilde a_q-\tilde a_q\tilde a_p\big|g\big|\tilde b_p\tilde b_q-\tilde b_q\tilde b_p\big\rangle .$$

Expanding the right side gives two equal direct terms and two equal exchange terms, which the factor $\tfrac12$ reduces to the definition of $v_{pq}$. Each antisymmetric pair is an unnormalized two-electron determinant, so mixing multiplies it by the determinant of the mixing matrix:

$$v_{pq}\to(\det W_1)^*\det W_2\;v_{pq},\qquad \eta\to\det W_1(\det W_2)^*\,\eta .$$

The product $\eta v_{pq}$ is unchanged. Neither factor has a meaning alone, so $\eta$ must be computed from the same $U$ and $V$ that define the paired orbitals.

## The same elements in the original orbitals

Equation (3) also holds for the unpaired orbitals, since its derivation did not use (1). For the part $f(i)$, collect the permutations with $P(i)=j$. The remaining overlaps, summed with their signs, form the cofactor of $S_{ij}$:

$$\langle A|F|B\rangle=\sum_{ij}(-1)^{i+j}M_{ij}\langle a_i|f|b_j\rangle, \tag{10}$$

where $M_{ij}$ is the determinant of $S$ without row $i$ and column $j$. For $g(i,j)$, collect the permutations that send the pair $i<j$ to the pair $k<l$, in either order. Laplace expansion along rows $i$ and $j$ gives

$$\langle A|G|B\rangle=\sum_{i<j}\sum_{k<l}(-1)^{i+j+k+l}M_{ij,kl}\big(\langle a_ia_j|g|b_kb_l\rangle-\langle a_ia_j|g|b_lb_k\rangle\big), \tag{11}$$

with $M_{ij,kl}$ the determinant of $S$ without these two rows and columns. These forms need no decomposition, but (11) sums over two pairs of indices where (6) sums over one. They serve well as an independent check of an implementation.

## Points for an implementation

**Metric.** If the orbitals are coefficient columns $C_A$, $C_B$ over atomic basis functions with overlap matrix $S_{\mathrm{AO}}$, then $S=C_A^\dagger S_{\mathrm{AO}}C_B$. The paired coefficients are $C_AU$ and $C_BV$. The routine used in the program returns $V^\dagger$ rather than $V$.

**Spin.** If every orbital has definite spin up or down, and both determinants have the same number of each, listed with the spin-up orbitals first in both (any reordering needed contributes its permutation sign), $S$ splits into two square blocks. They can be decomposed separately. The phase is then the product of the two block phases, and zeros are counted over both blocks together.

**Small singular values.** In floating-point arithmetic a zero is a value below some threshold. Suppose $\sigma_p=\epsilon$ is treated as zero. The terms of (5) and (6) that are lost are those containing the factor $\sigma_p$, so the error is linear in $\epsilon$. The elements themselves stay finite as $\epsilon\to0$: the $1/\epsilon$ in (7) is cancelled by the $\epsilon$ in $\Pi'$. In a random four-electron model with the other singular values at 0.9, 0.7 and 0.5, the distance of $\langle A|G|B\rangle$ from its one-zero value is $2.868\times10^{-4}$ at $\epsilon=10^{-4}$ and $2.868\times10^{-5}$ at $\epsilon=10^{-5}$, which shows that the element approaches its limit linearly. This distance compares two different determinants $B$, so it also contains the change of the orbital $\tilde b_p$ with $\epsilon$ and is not itself the error of the threshold. Forming the products in (5) and (6) directly avoids the threshold altogether.

**Contracted sums.** The double sum in (7) may be extended to all $i,j$ with a factor $\tfrac12$, because $v_{ij}=v_{ji}$ and $v_{ii}=0$. This permits contraction with the matrix $\sum_i\tilde b_i\tilde a_i^\dagger/\sigma_i$. The direct and exchange parts of the term $i=j=p$ are then computed separately. Each is proportional to $\Pi'/\sigma_p^2$, which grows as $1/\sigma_p$, and they cancel. Rounding errors in this cancellation grow in the same way, so (6) is the safer form when a singular value is small.

**Scope.** The two determinants must have the same number of electrons. An operator that acts on three electrons at once would need a further rule, with up to three omitted factors.

## Beryllium: one example of each case

The determinant $A$ is the restricted Hartree–Fock ground state 1s²2s² in the 6-31G basis, with energy $-14.566764$ hartree. The relaxed orbitals 1s′, 2s′ and 2p′ (along $z$) come from a restricted open-shell calculation on the triplet 1s²2s2p. Three determinants built from them illustrate the rules. The digits quoted below belong to this small basis and are not converged properties of the atom. In the cc-pVTZ and cc-pVQZ bases the second singular value of the first example falls from 0.9995 to 0.997, the dipole element rises from 1.51 to 1.57 bohr, the two-zero Hamiltonian element falls from 2.00 to 1.91 eV, and the three-determinant energy lowering falls from 0.0173 to 0.0166 hartree.

**No zero: 1s′²2s′².** The spatial overlap matrix of (1s, 2s) with (1s′, 2s′) has singular values 1.000000 and 0.999501. Each occurs once per spin, so the overlap is

$$\langle A|B\rangle=(1.000000\times0.999501)^2\approx0.99900 .$$

The Hamiltonian element is the sum of its two parts,

$$-19.125134+4.572963=-14.552171\ \text{hartree}.$$

This large number is not a strong coupling. In the generalized eigenvalue problem $Hc=ESc$ the determinants are coupled by $H_{AB}-ES_{AB}$. At $E=E_A$ this is $-14.552171+14.566764\times0.999001\approx4\times10^{-5}$ hartree; the rounding of the overlap leaves this uncertain by about $10^{-5}$ hartree, and the unrounded elements give $4.7\times10^{-5}$ hartree. Since $B$ is almost parallel to $A$, the number must still be normalized. The part of $B$ orthogonal to $A$ is $B-S_{AB}A$, with norm $\sqrt{1-S_{AB}^2}\approx0.045$, and $\langle A|H|B-S_{AB}A\rangle=H_{AB}-E_AS_{AB}$. After normalization this part couples to $A$ by about $4.7\times10^{-5}/0.045\approx1\times10^{-3}$ hartree.

**One zero: 1s′²2s′↓2p′↑.** For spin up, (1s, 2s) must be paired with (1s′, 2p′). The orbital 2p′ is odd under reflection in the $xy$ plane and the s orbitals are even, so the spatial overlap matrix is

$$\begin{pmatrix}\langle1s|1s'\rangle&0\\ \langle2s|1s'\rangle&0\end{pmatrix}.$$

Its singular values are $\sigma_c=\sqrt{\langle1s|1s'\rangle^2+\langle2s|1s'\rangle^2}$ and zero. The former is the length of the projection of 1s′ on the space of 1s and 2s. It is 1.000000 to the printed digits: 1s′ lies almost entirely in that space.

The Hamiltonian element vanishes here, as the program confirms. The reason is more general than this atom. Let all orbitals belong to real one-dimensional representations of the symmetry group. Then $S$ is block diagonal in the symmetry label, and decomposing each block separately gives partners with $\sigma\ne0$ that have the same symmetry. If the single zero arises because its two partners differ in symmetry, the two determinants as a whole differ in symmetry, and a totally symmetric Hamiltonian cannot connect them. A single zero that is not due to symmetry carries no such restriction; the random one-zero case has a clearly nonzero $\langle A|G|B\rangle$.

The dipole operator is odd in $z$ and does connect the determinants. By (8) its element is the matrix element of the unmatched pair, 1.512993 bohr, times the spectator overlaps, $\sigma_c$ for spin up and 0.999501 for spin down:

$$1.512993\times1.000000\times0.999501\approx1.5122\ \text{bohr}.$$

Multiplied by $e$, this is a dipole element of magnitude $1.282\times10^{-29}$ C m. It refers to single determinants; 1s′²2s′↓2p′↑ is not a spin eigenstate, so this is not yet the transition moment of a singlet state.

**Two zeros: 1s′²2p′².** Both spins now have the overlap matrix above. The real phase of each spin block is $\pm1$ and occurs twice, so $\eta=1$. Let $s$ be the normalized combination of 1s and 2s that is orthogonal to 1s′. The unmatched pairs are $s$ and 2p′, once for each spin. The exchange term of $v_{pq}$ vanishes because the spins differ, and (9) becomes

$$H_{AB}=\sigma_c^2K,\qquad K=\frac{e^2}{4\pi\varepsilon_0}\int\! d^3r_1d^3r_2\,\frac{s(1)\,p(1)\,s(2)\,p(2)}{r_{12}},$$

with $p$ the orbital 2p′. The program gives $K=0.073510$ hartree and $\sigma_c^2=1.000000$, so $H_{AB}=0.073510$ hartree, or 2.000 eV. Using the original 2s in place of $s$ would give 0.073529 hartree. The core relaxes so little that this case barely tests the spectator factor; the random cases, with singular values well below one, do test it.

**Mixing the determinants.** $A$ and 1s′²2p′² are orthogonal, so their CI problem is an ordinary $2\times2$ matrix. The second diagonal energy is $-14.271119$ hartree. With half the energy difference $\Delta=(14.566764-14.271119)/2=0.1478225$ hartree and the mean energy $-14.4189415$ hartree, the lower eigenvalue is

$$E=-14.4189415-\sqrt{0.1478225^2+0.073510^2}=-14.4189415-0.1650915=-14.584033\ \text{hartree}.$$

Adding 1s′²2s′² changes this to $-14.584042$ hartree, a gain of less than $10^{-5}$ hartree. The added determinant contributes through its part orthogonal to $A$, which couples both to $A$ and to 1s′²2p′²; the two contributions are not separated here. The three determinants lie 0.017278 hartree (0.470 eV) below Hartree–Fock. Full CI in the same basis lies 0.046781 hartree below it, so they recover 37% of the correlation energy available in this basis. The fraction depends on the basis; in 6-311G it is 26%. The 2p² configurations along $x$ and $y$, which couple to the spherical state $A$ as strongly as the one along $z$, are not included.

The numerical check compares (7)–(9) with explicitly antisymmetrized wave functions, for the beryllium elements and for random complex determinants with zero to three vanishing singular values.

## Numbers as computed

```
Random complex 4-electron tests, 8 spin orbitals (no unit)
0 zeros, sigma = (0.9, 0.7, 0.5, 0.3): |<A|B>|, |<F>|, |<G>| = 0.09450 1.50278 4.24799
   largest deviation from definition: 5e-15
1 zeros, sigma = (0.9, 0.7, 0.5, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.23721 3.55153
   largest deviation from definition: 1e-14
2 zeros, sigma = (0.9, 0.7, 0.0, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.00000 3.04752
   largest deviation from definition: 8e-15
3 zeros, sigma = (0.9, 0.0, 0.0, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.00000 0.00000
   largest deviation from definition: 9e-16
smallest sigma 1e-04: |<G> - one-zero value| = 2.868e-04
smallest sigma 1e-05: |<G> - one-zero value| = 2.868e-05
Be atom, 6-31G; A = 1s2 2s2 (RHF), primed orbitals from triplet ROHF
energy of A: -14.566764 hartree
energy of triplet ROHF: -14.506551 hartree
energy of 1s'2 2s'2: -14.565609 hartree
energy of 1s'2 2p'2: -14.271119 hartree
No zero: A with 1s'2 2s'2
spatial singular values: 1.000000 0.999501
overlap: 0.999001
one-electron part: -19.125134 hartree
two-electron part: 4.572963 hartree
Hamiltonian element: -14.552171 hartree
One zero: A with 1s'2 2s'(down) 2p'(up)
|Hamiltonian element|: 0e+00 hartree
core singular value, up spin: 1.000000
product of singular values, down spin: 0.999501
|z| between the unmatched pair: 1.512993 bohr
|dipole element|: 1.512237 e*bohr = 1.2821e-29 C m
Two zeros: A with 1s'2 2p'2
squared core singular value: 1.000000
exchange-type integral, paired orbitals: 0.073510 hartree
same integral with the original 2s: 0.073529 hartree
Hamiltonian element: 0.073510 hartree = 2.0003 eV
Nonorthogonal CI
A and 1s'2 2p'2: -14.584033 hartree
A, 1s'2 2s'2 and 1s'2 2p'2: -14.584042 hartree
full CI: -14.613545 hartree
lowering below A, 3 determinants: 0.017278 hartree = 0.4701 eV
lowering below A, full CI: 0.046781 hartree
```
